# Wannier interpolation of electron–phonon vertices: dipole, quadrupole and Berry-connection terms, part 1

(Sections cited here and not found follow in the second part.)

**Problem: interpolating the long-range electron–phonon vertex through quadrupole order**

An insulating crystal with time-reversal symmetry has cell volume $\Omega$, lattice vectors $\mathbf R$, reciprocal vectors $\mathbf G$ and electronic dielectric tensor $\varepsilon$. One atom per cell, at $\mathbf R+\boldsymbol\tau$, is displaced along a fixed direction with amplitude $e^{i\mathbf q\cdot\mathbf R}$. The first-order change of the electron's mean-field potential energy per unit displacement is $V_{\mathbf q}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}V_{\mathbf R}(\mathbf r)$, and the vertex is $g_{mn}(\mathbf k,\mathbf q)=\langle\psi_{m\mathbf k+\mathbf q}|V_{\mathbf q}|\psi_{n\mathbf k}\rangle$, integrated over one cell with states normalized in the cell. The bands form an isolated group with a smooth periodic gauge $\psi^W_{s\mathbf k}=\sum_n\psi_{n\mathbf k}U_{ns}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}w_{s\mathbf R}$, where the $w_{s\mathbf R}(\mathbf r)=w_s(\mathbf r-\mathbf R)$ are orthonormal and exponentially localized. We write $\psi=e^{i\mathbf k\cdot\mathbf r}u$ and $\mathbf p=\mathbf q+\mathbf G$. The algebra is in atomic units with electron charge $-1$.

**(a) Relate $g$ to its Wannier-gauge form $g^W$, and expand $g^W$ in lattice vectors.**

*Solution.* Since $U$ is unitary, $\psi_{n\mathbf k}=\sum_{s'}\psi^W_{s'\mathbf k}U^*_{ns'}(\mathbf k)$, and the bra is $\langle\psi_{m\mathbf k+\mathbf q}|=\sum_sU_{ms}(\mathbf k+\mathbf q)\langle\psi^W_{s\mathbf k+\mathbf q}|$. Hence
$$g=U(\mathbf k+\mathbf q)\,g^W\,U(\mathbf k)^\dagger.\tag{1}$$
Let $F$ obey $F(\mathbf r)=e^{i(\mathbf k+\mathbf q)\cdot\mathbf R'}F(\mathbf r-\mathbf R')$. In $\langle\psi^W_{s\mathbf k+\mathbf q}|F\rangle=\sum_{\mathbf R'}\int_{\rm cell}e^{-i(\mathbf k+\mathbf q)\cdot\mathbf R'}w_s^*(\mathbf r-\mathbf R')F(\mathbf r)$ the phases cancel, and the shifted cells tile space:
$$\langle\psi^W_{s\mathbf k+\mathbf q}|F\rangle_{\rm cell}=\langle w_{s\mathbf 0}|F\rangle_{\rm all\ space}.\tag{2}$$
With $F=V_{\mathbf q}\psi^W_{s'\mathbf k}$,
$$g^W_{ss'}=\sum_{\mathbf R_e\mathbf R_p}e^{i\mathbf k\cdot\mathbf R_e+i\mathbf q\cdot\mathbf R_p}\langle w_{s\mathbf 0}|V_{\mathbf R_p}|w_{s'\mathbf R_e}\rangle .\tag{3}$$
Interpolation from a coarse grid keeps only the vectors inside the supercell. The sum over $\mathbf R_e$ converges exponentially through the overlap of the two Wannier functions. The sum over $\mathbf R_p$ converges only as fast as $V_{\mathbf R_p}$ decays with distance.

**(b) Find the macroscopic part of $V_{\mathbf q}$ through order $q^0$, and the real-space decay that each order causes.**

*Solution.* Let $\rho_0(\mathbf r)$ be the charge induced per unit displacement of one atom at zero macroscopic field, with $\mathbf r$ measured from $\boldsymbol\tau$. It is short ranged in an insulator, and its integral vanishes because charge is conserved. Define $Z_\beta=\int\rho_0r_\beta$ and $Q_{\beta\gamma}=\int\rho_0r_\beta r_\gamma$. Expanding $e^{-i\mathbf p\cdot\mathbf r}$ gives
$$\tilde\rho_0(\mathbf p)=-i\,\mathbf p\cdot\mathbf Z-\tfrac12\,\mathbf p\cdot Q\cdot\mathbf p+O(p^3).$$
The Bloch sum of these charges has Fourier components $\tilde\rho_0(\mathbf p)e^{-i\mathbf p\cdot\boldsymbol\tau}/\Omega$ on the waves $e^{i\mathbf p\cdot\mathbf r}$. The screened Poisson equation divides by $\mathbf p\cdot\varepsilon\cdot\mathbf p/4\pi$, and the electron charge reverses the sign. For small $p$, with $C=4\pi/\Omega$,
$$V(\mathbf p)=Ce^{-i\mathbf p\cdot\boldsymbol\tau}\,\frac{i\,\mathbf p\cdot\mathbf Z+\tfrac12\mathbf p\cdot Q\cdot\mathbf p}{\mathbf p\cdot\varepsilon\cdot\mathbf p}+O(p)\equiv V_D+V_Q+O(p).\tag{4}$$
The dispersion of $\varepsilon$ does not enter at order $p^0$. Time reversal gives $\varepsilon_{\beta\gamma}(\mathbf p)=\varepsilon_{\gamma\beta}(-\mathbf p)$, so the term linear in $\mathbf p$ is antisymmetric in $\beta\gamma$ and vanishes in $p_\beta\varepsilon_{\beta\gamma}p_\gamma$. The first correction is of relative order $p^2$ and turns the $p^{-1}$ term into order $p$.

The coefficient of $e^{i\mathbf q\cdot\mathbf R}$ in (3) is $\Omega\int d^3q\,(2\pi)^{-3}e^{-i\mathbf q\cdot\mathbf R}g^W$. At large $R$ it is governed by the non-analytic terms at $\mathbf q=0$. If $f(\lambda\mathbf q)=\lambda^nf(\mathbf q)$, the substitution $\mathbf q\to\mathbf q/R$ shows that its transform scales as $R^{-(n+3)}$, unless $f$ is a polynomial, whose transform vanishes away from the origin. For the kernel, $\mathbf q=\varepsilon^{-1/2}\mathbf s$ has Jacobian $1/\sqrt{\det\varepsilon}$ and maps it onto the isotropic $4\pi/s^2\to1/\rho$:
$$\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^{-i\mathbf q\cdot\mathbf r}}{\mathbf q\cdot\varepsilon\cdot\mathbf q}=\phi(\mathbf r)=\frac{1}{\sqrt{\det\varepsilon}\,\rho},\qquad\rho^2=\mathbf r\cdot\varepsilon^{-1}\cdot\mathbf r.\tag{5}$$
Because $q_\beta e^{-i\mathbf q\cdot\mathbf r}=i\partial_\beta e^{-i\mathbf q\cdot\mathbf r}$, each $q_\beta$ becomes $i\partial_\beta$, and the phase $e^{-i\mathbf q\cdot\boldsymbol\tau}$ sets $\mathbf r=\mathbf R+\boldsymbol\tau$. Thus $V_D\to i\cdot i\,\mathbf Z\cdot\nabla\phi=-\mathbf Z\cdot\nabla\phi\sim R^{-2}$ and $V_Q\to-\tfrac12Q_{\beta\gamma}\partial_\beta\partial_\gamma\phi\sim R^{-3}$. The part of $Q$ proportional to $\varepsilon$ gives a constant in (4) and no tail.

**(c) Build from (4) a function that is periodic in $\mathbf q$, converges rapidly and has the same non-analytic terms. What restricts its free parameter?**

*Solution.* Multiply each term by $e^{-x}$, $x=\mathbf p\cdot\varepsilon\cdot\mathbf p/4\alpha$, and sum over $\mathbf G$. A shift of $\mathbf q$ by a reciprocal vector relabels the sum, so the potential $\sum_{\mathbf G}V(\mathbf p)e^{-x}e^{i\mathbf p\cdot\mathbf r}$ is periodic in $\mathbf q$, and the Gaussian makes it converge. The damping removes
$$\frac{1-e^{-x}}{\mathbf p\cdot\varepsilon\cdot\mathbf p}=\frac1{4\alpha}\Big(1-\frac x2+\frac{x^2}6-\dots\Big),$$
an entire function of $\mathbf p$. The terms with $\mathbf p$ away from zero are analytic as well. The non-analytic content is therefore unchanged at every order.

For the range, write $e^{-s^2/4\alpha}/s^2=\int_{1/4\alpha}^\infty e^{-ts^2}dt$. The transform of $e^{-ts^2}$ is $(4\pi t)^{-3/2}e^{-\rho^2/4t}$. With $v=\rho/2\sqrt t$ one has $(4\pi t)^{-3/2}=v^3/\pi^{3/2}\rho^3$ and $|dt|=\rho^2dv/2v^3$, so
$$4\pi\int_{1/4\alpha}^\infty\!\frac{e^{-\rho^2/4t}}{(4\pi t)^{3/2}}dt=\frac{2}{\sqrt\pi\rho}\int_0^{\sqrt\alpha\rho}\!e^{-v^2}dv=\frac{\operatorname{erf}(\sqrt\alpha\rho)}{\rho}.$$
The damped kernel is $\phi\operatorname{erf}(\sqrt\alpha\rho)$, and the part left behind, $\phi\operatorname{erfc}(\sqrt\alpha\rho)$, falls as $e^{-\alpha\rho^2}$ over a length $\sqrt{\varepsilon_{\max}/\alpha}$. That part is handed to the interpolation, so this length must be small against half the supercell. A large $\alpha$ is limited only by the number of $\mathbf G$ vectors needed. The terms with large $\mathbf p$ make no claim about the true potential; whatever they get wrong is analytic and is interpolated.

**(d) Expand the matrix element of $e^{i\mathbf p\cdot\mathbf r}$ in small $\mathbf p$. To what order is it given by $U(\mathbf k+\mathbf q)U(\mathbf k)^\dagger$?**

*Solution.* Periodicity of $\psi^W$ in $\mathbf k$ means $u^W_{\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u^W_{\mathbf k}$. Therefore
$$M^W(\mathbf k,\mathbf p)=\langle\psi^W_{\mathbf k+\mathbf q}|e^{i\mathbf p\cdot\mathbf r}|\psi^W_{\mathbf k}\rangle=\langle u^W_{\mathbf k+\mathbf q}|e^{i\mathbf G\cdot\mathbf r}|u^W_{\mathbf k}\rangle=\langle u^W_{\mathbf k+\mathbf p}|u^W_{\mathbf k}\rangle .$$
To first order this is $1+\mathbf p\cdot\langle\nabla u|u\rangle$. Differentiating $\langle u_s|u_{s'}\rangle=\delta_{ss'}$ gives $\langle\nabla u|u\rangle=-\langle u|\nabla u\rangle$. With the Berry connection $\mathbf A_{ss'}=i\langle u^W_s|\nabla_{\mathbf k}u^W_{s'}\rangle$ one has $\langle u|\nabla u\rangle=-i\mathbf A$, and $M^W=1+i\mathbf p\cdot\mathbf A+O(p^2)$.

Equation (2) with $F=e^{i\mathbf p\cdot\mathbf r}\psi^W_{\mathbf k}$ gives the same object in real space, $M^W=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle w_{\mathbf 0}|e^{i\mathbf p\cdot\mathbf r}|w_{\mathbf R}\rangle$. Expanding the exponential and using orthonormality,
$$M^W=1+i\mathbf p\cdot\mathbf A-\tfrac12p_\beta p_\gamma\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle w_{\mathbf 0}|r_\beta r_\gamma|w_{\mathbf R}\rangle+\dots,\quad\mathbf A=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle w_{\mathbf 0}|\mathbf r|w_{\mathbf R}\rangle.\tag{6}$$
So $\mathbf A(\mathbf k)$ is smooth and can itself be interpolated, and the zone average of its diagonal gives the Wannier centres. By the rotation (1),
$$M=U(\mathbf k+\mathbf q)\,[1+i\mathbf p\cdot\mathbf A+O(p^2)]\,U(\mathbf k)^\dagger .$$
The product $U(\mathbf k+\mathbf q)U(\mathbf k)^\dagger$ is the overlap at zeroth order only: it treats every Wannier function as a point at the origin.

**(e) Assume for now a homogeneous dielectric, in which the macroscopic potential is a pure plane wave. Collect the long-range vertex through $q^0$, and find what remains if the first-order term of (d) is dropped.**

*Solution.* Near $\mathbf q=0$ the singular term is $V(\mathbf q)M^W$. Its orders are $V_D\sim q^{-1}$; $V_D\,i\mathbf q\cdot\mathbf A$ and $V_Q$, both $q^0$; and the rest, $O(q)$. With the construction of (c),
$$g^{L,W}=C\sum_{\mathbf G,\ \mathbf p\ne0}e^{-i\mathbf p\cdot\boldsymbol\tau}e^{-\mathbf p\cdot\varepsilon\cdot\mathbf p/4\alpha}\,\frac{i\,\mathbf p\cdot\mathbf Z\,[1+i\mathbf p\cdot\mathbf A(\mathbf k)]+\tfrac12\mathbf p\cdot Q\cdot\mathbf p}{\mathbf p\cdot\varepsilon\cdot\mathbf p}.\tag{7}$$
The remainder $g^S=g^W-g^{L,W}$ has a non-analytic part of order $q$ and a tail $R^{-4}$. At $\mathbf q=0$ the vertex is computed at zero macroscopic field, which drops the $\mathbf p=0$ term, and (7) drops it too. The difference of the two dropped terms tends to zero as $q\to0$, so $g^S$ is continuous there.

If a term is left out of (7), it stays in $g^S$. Along $\mathbf q=q\mathbf n$, $q\to0$, using $i\cdot i=-1$,
$$\Delta_Q=C\frac{\tfrac12\mathbf n\cdot Q\cdot\mathbf n}{\mathbf n\cdot\varepsilon\cdot\mathbf n},\qquad\Delta_A=-C\frac{(\mathbf n\cdot\mathbf Z)(\mathbf n\cdot\mathbf A)}{\mathbf n\cdot\varepsilon\cdot\mathbf n}.\tag{8}$$
The sum has the form of $\Delta_Q$ with $Q^{\rm eff}_{\beta\gamma}=Q_{\beta\gamma}-Z_\beta A_\gamma-A_\beta Z_\gamma$: an electron centred at $\mathbf A$ samples the dipole potential away from the origin, and the first Taylor correction has quadrupole form. The tail of $\Delta_A$ is $-(i)^2Z_\beta A_\gamma\partial_\beta\partial_\gamma\phi=+Z_\beta A_\gamma\partial_\beta\partial_\gamma\phi$. For $\mathbf Z=0$ the term vanishes and the bare product of (d) suffices at this order.

The interpolant is smooth and passes through the grid value at $\mathbf q=0$, which lacks $\Delta$, while the true remainder tends to that value plus $\Delta(\mathbf n)$. If the $\mathbf k$ interpolation is converged, the error of the final vertex as $q\to0$ is $-\Delta(\mathbf n)$ on any grid, however fine. With (7) complete the error is $O(q)$.

**(f) Change the gauge, $U\to UW(\mathbf k)$ with $W$ unitary, smooth and periodic. How do $\mathbf A$, $g^{L,W}$ and the interpolated vertex respond?**

*Solution.* The states become $u^WW$, so the exact vertex goes to $W^\dagger(\mathbf k+\mathbf q)g^WW(\mathbf k)$, and (1) is unchanged. The product rule gives
$$\mathbf A'=iW^\dagger\langle u|\big(|\nabla u\rangle W+|u\rangle\nabla W\big)=W^\dagger\mathbf AW+iW^\dagger\nabla W.\tag{9}$$
Periodicity gives $W(\mathbf k+\mathbf q)=W(\mathbf k+\mathbf p)$, and $W^\dagger W=1$ gives $(\nabla W^\dagger)W=-W^\dagger\nabla W$. Then
$$W^\dagger(\mathbf k+\mathbf p)[1+i\mathbf p\cdot\mathbf A]W(\mathbf k)=1-\mathbf p\cdot W^\dagger\nabla W+i\mathbf p\cdot W^\dagger\mathbf AW+O(p^2)=1+i\mathbf p\cdot\mathbf A'+O(p^2),$$
where $-W^\dagger\nabla W=i\,(iW^\dagger\nabla W)$ was used. The mismatch between (7) built in the new gauge and the rotated old (7) is, for the singular term, $V_D\,O(q^2)+V_Q\,O(q)=O(q)$. Without $\mathbf A$ it is $V_D[1-W^\dagger(\mathbf k+\mathbf q)W(\mathbf k)]=V_D\,\mathbf q\cdot W^\dagger\nabla W$, of order $q^0$ and direction dependent.

The covariance is that of the non-analytic part through $q^0$. The terms with $\mathbf G\ne0$ have large $\mathbf p$, where the expansion fails, so $g^{L,W}$ as a whole is not covariant. Its mismatch there is analytic in $\mathbf q$ and cancels between subtraction and restoration, up to the error of interpolating it on the coarse grid.

For the interpolated vertex without $\mathbf A$, the error $-\Delta_A$ is evaluated with $\mathbf A'$ and rotated by $UW$. The piece $W^\dagger\mathbf AW$ reproduces the old error, and the change is
$$\delta g=C\,\frac{\mathbf n\cdot\mathbf Z}{\mathbf n\cdot\varepsilon\cdot\mathbf n}\;UW\,(\mathbf n\cdot iW^\dagger\nabla W)\,W^\dagger U^\dagger.\tag{10}$$
Relabelling $w_s$ by a lattice vector $\mathbf L$ has $W_{ss}=e^{-i\mathbf k\cdot\mathbf L}$ and $iW^\dagger\nabla W=\mathbf L$, so a mere choice of home cell changes the interpolated vertex, which ought not to depend on it. A shift of origin by $\mathbf t$ behaves alike: $e^{-i\mathbf p\cdot\mathbf t}[1+i\mathbf p\cdot(\mathbf A+\mathbf t)]=1+i\mathbf p\cdot\mathbf A+O(p^2)$ needs the $\mathbf A$ term. The $O(q)$ error is not gauge invariant, since the second moment in (6) grows with the squared distance of the Wannier function from the origin.

For a homogeneous dielectric, (7) captures the non-analytic vertex through order $q^0$, and its Berry-connection term makes that part gauge covariant to this order. It remains to see whether (7) is complete in a self-consistent crystal, to state the interpolation procedure, and to test it on a model.
